# Silicon trap energies visible between 1 kHz and 1 MHz

## Question

An n-type silicon MOS capacitor at $T=300$ K is measured with a small alternating gate voltage of frequency $f$ between 1 kHz and 1 MHz. Its interface traps exchange electrons with the conduction band. The capture area is $\sigma=10^{-16}$ cm² and the stated thermal speed is $v=10^7$ cm/s, both independent of energy.

Use these rough silicon parameters: gap $E_g=1.12$ eV, effective densities of states $N_C=2.9\times10^{19}$ cm⁻³ and $N_V=3.1\times10^{19}$ cm⁻³, and donor density $N_D=10^{16}$ cm⁻³. Take $kT=0.025852$ eV, Boltzmann statistics for the carriers, and a trap degeneracy of one.

**(a)** Derive the emission rate of a trap at energy $E_t$. Call a trap visible if its emission time equals $1/\omega$, with $\omega=2\pi f$, for some frequency in the range. Find the visible energy interval and its width.

**(b)** Find the surface electron density and the band bending that place the Fermi level at each end of the interval.

**(c)** Derive the small-signal conductance of a single trap level. At what $\omega$ is its loss greatest when the level lies at the Fermi level?

**(d)** Extend the result to a trap density uniform in energy. Redefine the interval by the maximum of the measured loss, and find its new ends.

**(e)** How sharp are these ends, and which traps produce the loss at its maximum?

**(f)** A p-type capacitor with the same $\sigma$ and $v$ is measured too. Which part of the gap remains unseen?

**(g)** Estimate how far the neglected effects move the ends, and judge the result for a real oxidized silicon surface.

## Model answers

### (a) Emission time and energy interval

Let $f_t$ be the probability that a trap is occupied, $n$ the electron density at the surface, and $c=\sigma v$ the capture coefficient. An empty trap captures at rate $cn$ and a full one emits at rate $e$, so

$$\frac{df_t}{dt}=cn(1-f_t)-e f_t .$$

In equilibrium $n=n_s$, $f_t=f_0$, and the two terms cancel:

$$e=cn_s\frac{1-f_0}{f_0}.$$

The equilibrium factors are

$$f_0=\frac{1}{1+e^{(E_t-E_F)/kT}},\qquad n_s=N_Ce^{-(E_C-E_F)/kT},$$

where $E_C$ and $E_F$ are taken at the surface. The first gives $(1-f_0)/f_0=e^{(E_t-E_F)/kT}$. On multiplication by $n_s$ the Fermi level cancels:

$$e=\sigma vN_C\,e^{-(E_C-E_t)/kT}.$$

The emission rate is thus fixed by the depth of the trap below the conduction band. Setting $e=\omega$ and taking the logarithm gives

$$E_C-E_t=kT\ln\frac{\sigma vN_C}{2\pi f}.$$

The factor $2\pi$ enters because a response time is compared with the inverse angular frequency, not with the period.

The prefactor is $\sigma vN_C=10^{-16}\times10^7\times2.9\times10^{19}=2.90\times10^{10}$ s⁻¹. At 1 MHz, $\omega=6.283\times10^6$ s⁻¹ and the logarithm is 8.437. At 1 kHz, $\omega=6.283\times10^3$ s⁻¹ and it is 15.345. Hence

$$0.025852\times8.437=0.218\ \text{eV},\qquad 0.025852\times15.345=0.397\ \text{eV}.$$

**The visible traps lie from 0.218 to 0.397 eV below the conduction band.** The high frequency selects the shallow end, because shallow traps emit quickly.

Subtracting the two depths removes the common prefactor:

$$\Delta E=kT\ln\frac{f_{\rm high}}{f_{\rm low}}=kT\ln1000=0.179\ \text{eV}.$$

The width does not depend on $\sigma$, $v$ or $N_C$, provided that they are the same at both ends. The position does depend on them. If $\sigma$ were ten times larger at the deep end than at the shallow end, the deep end would move by $kT\ln10=0.0595$ eV and the width would become 0.238 eV.

### (b) Surface density and band bending

When $E_F=E_t$, the occupation is $f_0=1/2$ and the balance gives $e=cn_s$. Emission and capture then share the time

$$\tau=\frac{1}{\sigma vn_s}.$$

The condition $\omega\tau=1$ becomes $n_s=\omega/(\sigma v)$, without $N_C$. With $\sigma v=10^{-9}$ cm³/s, the densities are $6.28\times10^{15}$ cm⁻³ at 1 MHz and $6.28\times10^{12}$ cm⁻³ at 1 kHz.

In the neutral bulk $n=N_D$, so the Fermi level lies

$$kT\ln\frac{N_C}{N_D}=0.025852\ln2900=0.206\ \text{eV}$$

below the conduction band. The upward band bending at the surface is the surface depth minus this bulk depth:

$$0.2181-0.2061=0.012\ \text{eV},\qquad0.3967-0.2061=0.191\ \text{eV}.$$

The deep end lies in depletion. The shallow end lies close to flat band, with a bending below $kT$, so the usual depletion approximation for the silicon capacitance is poor there. The trap time is still $1/(\sigma vn_s)$, but $n_s$ must then be found from a capacitance analysis that retains the mobile electrons. For donor densities below $6.28\times10^{15}$ cm⁻³, the shallow end would require $n_s>N_D$, which is accumulation.

### (c) Conductance of one level

Let the surface potential change by $\delta\psi\,e^{i\omega t}$, with $q|\delta\psi|\ll kT$. A positive $\delta\psi$ lowers the conduction band relative to the Fermi level. To first order,

$$\frac{\delta n}{n_s}=\frac{q\,\delta\psi}{kT}.$$

The trap moves with the band edge, so $E_C-E_t$ and therefore $e$ stay fixed. Linearizing the rate equation gives

$$i\omega\,\delta f=cn_s(1-f_0)\frac{q\delta\psi}{kT}-(cn_s+e)\,\delta f.$$

From the equilibrium balance,

$$cn_s+e=cn_s\left(1+\frac{1-f_0}{f_0}\right)=\frac{cn_s}{f_0}=\frac{1}{\tau f_0}.$$

Collecting the terms in $\delta f$ and multiplying by $\tau f_0$ gives

$$\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\,\frac{q\delta\psi}{kT}.$$

For $N_t$ traps per unit area, each extra trapped electron is balanced by a charge $+q$ supplied through the other terminal. The trap admittance per area is therefore $Y=i\omega qN_t\,\delta f/\delta\psi$. With $X=\omega\tau f_0$,

$$Y=i\omega\frac{q^2N_t}{kT}f_0(1-f_0)\frac{1-iX}{1+X^2}.$$

The product $i(-i)=1$ makes the real part positive, as a loss must be:

$$\frac{G_p}{\omega}=\frac{q^2N_t}{kT}f_0(1-f_0)\frac{X}{1+X^2}.$$

Here $G_p$ is the trap conductance in parallel with the silicon capacitance, after the series oxide capacitance has been removed from the measured admittance.

The loss is measured here by $G_p/\omega$, which is proportional to the energy dissipated per cycle. The conductance $G_p$ itself rises steadily with $\omega$ to a plateau and has no maximum.

At fixed bias, $f_0$ and $\tau$ are fixed. The derivative of $X/(1+X^2)$ is $(1-X^2)/(1+X^2)^2$, so the maximum is at $X=1$. For a level at the Fermi level $f_0=1/2$, hence $\omega\tau=2$, or $\omega=2\sigma vn_s$. The factor two arises because capture and emission both restore equilibrium, and their rates add.

Much slower traps cannot follow the signal. Much faster traps follow it almost in phase and contribute capacitance, but little loss. The condition $\omega\tau=1$ used in (a) therefore identifies a time scale, not the maximum of the loss.

The linear response was tested by integrating the rate equation in time with a density ripple of 0.1%. For $(f_0,\omega\tau)=(0.5,1)$, $(0.3,4)$ and $(0.8,0.7)$, the out-of-phase occupation agreed with the formula to better than one part in $10^4$.

### (d) Uniform trap density

Let $D_{it}$ be the number of traps per unit area and energy, constant over the several $kT$ around $E_F$ that matter. Replace $N_t$ by $D_{it}\,dE_t$ and integrate. Differentiating the Fermi function gives

$$\frac{df_0}{dE_t}=-\frac{f_0(1-f_0)}{kT},\qquad \frac{f_0(1-f_0)}{kT}dE_t=-df_0.$$

As the energy rises through the Fermi level, $f_0$ falls from 1 to 0. Reversing these limits absorbs the minus sign. The factor $f_0(1-f_0)$ decays exponentially away from $E_F$, which permits the integration to extend over all energies. With $x=\omega\tau$,

$$\frac{G_p}{\omega}=q^2D_{it}\int_0^1\frac{xf_0}{1+x^2f_0^2}\,df_0 .$$

Since $d(1+x^2f_0^2)=2x^2f_0\,df_0$, the integral is elementary:

$$\frac{G_p}{\omega}=q^2D_{it}\frac{\ln(1+x^2)}{2x}.$$

For small $x$ this tends to $q^2D_{it}x/2$, and for large $x$ to $q^2D_{it}(\ln x)/x$. The loss vanishes in both limits, as the physical argument in (c) requires.

The derivative with respect to $x$ is

$$\frac{d}{dx}\frac{\ln(1+x^2)}{2x}=\frac{1}{2x^2}\left[\frac{2x^2}{1+x^2}-\ln(1+x^2)\right].$$

Put $u=x^2$. The bracket vanishes at $u=0$, and its derivative with respect to $u$ is

$$\frac{2}{(1+u)^2}-\frac{1}{1+u}=\frac{1-u}{(1+u)^2}.$$

The bracket therefore rises until $u=1$ and then falls without bound, so it has one positive zero. Numerical solution gives

$$x_p=1.980,\qquad \left(\frac{G_p}{\omega}\right)_{\max}=0.402\,q^2D_{it}.$$

At the maximum $\tau=x_p/\omega$, so $n_s=\omega/(x_p\sigma v)$. The Fermi level then lies at

$$E_C-E_F=kT\ln\frac{N_C}{n_s}=kT\ln\frac{\sigma vN_C}{\omega}+kT\ln x_p .$$

The last term is 17.7 meV. The ends become

$$0.2181+0.0177=0.236\ \text{eV},\qquad0.3967+0.0177=0.414\ \text{eV}.$$

Both ends move deeper by the same amount, and the width remains 0.179 eV. This interval is the better guide to a conductance measurement on a trap continuum; the interval in (a) answers the question about emission times. A direct search for the maximum over Fermi-level position, with Fermi-Dirac carrier densities, reproduced both shifted ends within $2\times10^{-5}$ eV.

### (e) Sharpness and sampled energies

The loss falls to half its maximum at $x=0.440$ and $x=12.62$. At fixed frequency $x=\omega/(\sigma vn_s)$ is proportional to $e^{(E_C-E_F)/kT}$. The corresponding displacements of the Fermi level are

$$kT\ln\frac{1.980}{0.440}=39\ \text{meV},\qquad kT\ln\frac{12.62}{1.980}=48\ \text{meV},$$

towards the band and towards midgap respectively. At 1 kHz, for instance, half the maximum loss remains with the Fermi level $0.414+0.048=0.462$ eV below the band. The ends are therefore soft, and a detection limit depends on how small a loss the instrument can resolve.

Even with a fixed Fermi level, a range of traps contributes. Weighted by their loss at the maximum, their mean energy is 9.4 meV below $E_F$ and their rms spread about that mean is 38 meV. Features of $D_{it}$ much narrower than this spread are smoothed.

The sign of the mean follows from the integrand in (d), $w(f_0)=xf_0/(1+x^2f_0^2)$. Traps at equal distances above and below $E_F$ have occupations $f_0<1/2$ and $1-f_0$. The factor $f_0(1-f_0)$ that converts $df_0$ to an energy step is the same for both, so it does not affect the comparison. Subtracting their weights and placing them over a common positive denominator shows that $w(1-f_0)-w(f_0)$ has the sign of

$$(1-2f_0)\left[1-x^2f_0(1-f_0)\right].$$

Since $f_0(1-f_0)\leq1/4$, the square bracket is positive for $f_0<1/2$ whenever $x<2$. At $x_p=1.980$ the lower trap of each pair consequently has the greater weight.

### (f) The p-type capacitor and the unseen region

For holes, the derivation is repeated with the occupation by a hole, the surface hole density and the height above the valence band:

$$E_t-E_V=kT\ln\frac{\sigma vN_V}{2\pi f}.$$

The prefactor is $3.10\times10^{10}$ s⁻¹, and the interval runs from 0.220 to 0.398 eV above the valence band. It differs slightly from the electron interval because $N_V\neq N_C$.

Under the emission-time criterion, the unseen region around midgap has width

$$1.12-0.3967-0.3984=0.325\ \text{eV}.$$

With the loss-peak criterion, both deep ends move inward by 17.7 meV and the region shrinks to 0.290 eV. If half the maximum loss is still measurable, the Fermi level can be taken another 48 meV towards midgap on each side, leaving about 0.19 eV that it does not reach. The gain in trap energy is smaller. The loss then comes mainly from traps on the band side of the Fermi level, and for a uniform density their mean energy moves towards midgap by only about 17 meV. Traps near either band edge, shallower than the 1 MHz ends, are also outside the intervals because they respond too quickly.

Lower frequencies reach deeper. Each decade adds 59.5 meV, so moving the electron end from 0.397 eV to midgap at 0.56 eV takes $0.163/0.0595=2.7$ decades, down to about 2 Hz. This is an electron-emission estimate; near midgap exchange with both bands must be included.

Heating also helps. With $N_C\propto T^{3/2}$, $v\propto T^{1/2}$ and fixed $\sigma$, the prefactor grows as $T^2$. At 310 K the 1 MHz and 1 kHz electron ends are deeper by 9 and 15 meV. The deep end moves more because its logarithm, which multiplies $kT$, is larger.

### (g) Neglected effects and the real surface

**Carrier statistics and minority carriers.** At the 1 MHz end, the Boltzmann density differs from the Fermi-Dirac density by a relative $8\times10^{-5}$. At the 1 kHz end, the hole-to-electron density ratio is $3.5\times10^{-6}$. Both corrections are negligible if electron and hole capture coefficients are comparable.

**Thermal speed.** Silicon has anisotropic conduction valleys, with rough masses $m_l=0.92$ and $m_t=0.19$ in units of the electron mass $m_e$. Each velocity component is Gaussian with variance $kT/m_i$. Separating the length and direction of the scaled Gaussian vector gives the mean speed

$$\bar v=\sqrt{\frac{8kT}{\pi m_e}}\int_0^1\sqrt{\frac{1-u^2}{m_t}+\frac{u^2}{m_l}}\,du=2.08\times10^7\ \text{cm/s}.$$

Here $u$ is the cosine of the angle between the valley axis and the scaled vector with components $v_i\sqrt{m_i/kT}$, whose direction is uniform; the direction of the velocity itself is not uniform. Using $\bar v$ with the same $\sigma$ moves both ends deeper by $kT\ln2.08=19$ meV. If $\sigma$ was itself extracted from a measured $\sigma v$ using $v=10^7$ cm/s, it must be revised along with $v$. The product and the ends then stay unchanged.

**Capture area and degeneracy.** A tenfold larger $\sigma$ moves both ends deeper by 59.5 meV. If the filled trap has two equivalent states and the empty trap one, then $(1-f_0)/f_0$ and the emission rate are halved at given energies. The emission-time ends become shallower by $kT\ln2=17.9$ meV. The loss-peak ends of (d) do not move, because for a uniform density the integral over $f_0$ and the time $\tau=1/(\sigma vn_s)$ do not involve the degeneracy.

**Uneven surface potential.** Fixed charges make the potential vary across the surface. For independent patches in parallel, with a Gaussian rms variation of 50 mV and unchanged silicon capacitance, averaging the loss formula moves its maximum to $\omega\tau=2.42$, where $\tau$ belongs to the mean potential. Under this assumption the ends move another 5 meV deeper. The larger effect is broadening: the maximum falls from 0.402 to about $0.24\,q^2D_{it}$, and the half-height displacements of (e) grow from 39 and 48 meV to about 76 and 79 meV. The assumption of unchanged silicon capacitance fails at the 1 MHz end, where the mean bending is only 30 meV. About a quarter of the patches are then accumulated, and the capacitance differs nearly threefold between patches 50 mV either side of the mean. The more depleted patches take a larger share of the signal, which shifts the maximum the other way, so the 5 meV does not apply there.

**Electric field.** At the 1 kHz end of (a), integrating Poisson's equation over the band bending, with donors and mobile electrons included, gives a silicon surface field $F=0.023$ MV/cm. An attractive charged trap has the escape energy $-q^2/(4\pi\epsilon r)-qFr$ along the favourable direction, with $\epsilon=11.7\epsilon_0$. Its maximum is at $r^2=q/(4\pi\epsilon F)$, and the barrier is lowered by

$$q\sqrt{\frac{qF}{\pi\epsilon}}=33\ \text{meV}.$$

If the emission energy fell by this full amount with an unchanged prefactor, the 1 kHz end would move 33 meV deeper, or about 35 meV once the growth of the field with depth is included. At the 1 MHz end the field is about 0.003 MV/cm and the lowering about 12 meV (17 meV with the same correction), so this effect would also widen the interval by roughly 20 meV. This is a rough size, because the formula treats the trap as embedded in bulk silicon. A neutral empty trap has no such Coulomb barrier. Without interface charge, the field in an oxide of permittivity $3.9\epsilon_0$ is three times larger, 0.068 MV/cm. That is far below the roughly 10 MV/cm at which good thermal oxide breaks down, so breakdown is no concern at this bias.

**The real case.** The parameters resemble those of a thermally oxidized silicon capacitor studied by the conductance method. The chosen $\sigma$ is a plausible size, but reported capture areas span orders of magnitude; the stated speed is about half the mean speed found above. Real interfaces most seriously break the assumption of one energy-independent $\sigma$: each factor of ten moves an end by about 60 meV, and a difference between the ends changes the width. Series resistance, which can distort the 1 MHz loss, and tunnelling into oxide traps, which adds slow responses, are outside the model. The emission-time interval is therefore best reported as about 0.22 to 0.40 eV below the conduction band for the stated $\sigma v$, with an uncertainty in position set mainly by that product.

## Computed values

```
Temperature: 300 K; kT: 0.025852 eV
Capture area: 1.0e-16 cm2; stated speed: 1.0e+07 cm/s
N_C: 2.90e+19 cm^-3; N_V: 3.10e+19 cm^-3; gap: 1.12 eV
Frequencies: 1e+03 Hz and 1e+06 Hz
Angular frequencies: 6.2832e+03, 6.2832e+06 s^-1
Electron attempt rate sigma v N_C: 2.900e+10 s^-1
Hole attempt rate sigma v N_V: 3.100e+10 s^-1
Logarithm at 1 MHz, electrons: 8.4372
Logarithm at 1 kHz, electrons: 15.3449
Depth below E_C at 1 MHz, omega tau=1: 0.2181 eV
Depth below E_C at 1 kHz, omega tau=1: 0.3967 eV
Interval width: 0.1786 eV
Height above E_V at 1 MHz, omega tau=1: 0.2198 eV
Height above E_V at 1 kHz, omega tau=1: 0.3984 eV
Blind region between intervals, omega tau=1: 0.3249 eV
Continuum loss peak omega tau: 1.9803
Peak G_p/(omega q^2 D_it): 0.4024
Loss-peak shift of each edge: 17.66 meV
Loss-peak depth below E_C at 1 MHz: 0.2358 eV
Loss-peak depth below E_C at 1 kHz: 0.4144 eV
Loss-peak height above E_V at 1 MHz: 0.2375 eV
Loss-peak height above E_V at 1 kHz: 0.4161 eV
Blind region, loss-peak criterion: 0.2896 eV
Half-height omega tau: 0.4402 and 12.6155
Half-height reach, shallower: 38.9 meV
Half-height reach, deeper: 47.9 meV
Loss-weighted mean E_t-E_F at peak: -9.44 meV
Loss-weighted rms trap-energy spread: 37.9 meV
Surface electron density at 1 MHz edge: 6.283e+15 cm^-3
Surface electron density at 1 kHz edge: 6.283e+12 cm^-3
Donor density: 1.0e+16 cm^-3; bulk E_C-E_F: 0.2061 eV
Band bending at 1 MHz edge: 0.0120 eV
Band bending at 1 kHz edge: 0.1906 eV
Boltzmann relative density error at 1 MHz edge: 7.66e-05
Hole/electron density ratio at 1 kHz edge: 3.49e-06
Rough silicon masses: 0.92, 0.19 electron masses
Mean speed from anisotropic masses: 2.084e+07 cm/s
Edge shift with that speed: +19.0 meV
Edge shift for tenfold larger capture area: +59.5 meV
Edge shift for trap degeneracy 2: -17.9 meV
1 MHz edge shift at 310 K: +9.0 meV
1 kHz edge shift at 310 K: +15.0 meV
Surface-potential rms fluctuation: 50 mV
Fluctuation-broadened peak omega tau: 2.416
Further loss-peak shift by fluctuation: +5.1 meV
Silicon surface field at 1 kHz edge: 0.0226 MV/cm
Barrier lowering, attractive charged trap: 33.3 meV
Oxide field without interface charge: 0.0677 MV/cm
```
